# Debye Screening and the Natural Length of a Thin Undoped Film

**Q.** The natural length of a gated film can be defined without mobile charge. What do you perturb when electrons are present?

**A.** The potential of a long channel. The film occupies $|x|<h=t/2$ between two identical gates, and $y$ runs from source to drain. I neglect dopants and holes, treat electrons in mean field with Boltzmann statistics, and hold their quasi-Fermi potential $V$ constant, which restricts the argument to low drain bias. Electrons carry charge $-q$, so in SI form

$$\nabla^2\psi=\frac{q n}{\varepsilon_s},\qquad n=n_i e^{(\psi-V)/v},\qquad v=\frac{k_BT}{q}.$$

Far from source and drain, $\psi=\psi_0(x)$. Let $n_c$ be the density at $x=0$ and $u=[\psi_0(x)-\psi_0(0)]/v$. Then

$$u''=2a^2e^u,\qquad a^2=\frac{q n_c}{2\varepsilon_s v}.$$

Multiplying by $u'$ and integrating from the centre, where $u=u'=0$, gives $u'^2=4a^2(e^u-1)$. Put $u=-2\ln\cos\theta$. Then $e^u-1=\tan^2\theta$ and $u'=2\theta'\tan\theta$, so $\theta'=a$ and

$$\psi_0(x)=\psi_0(0)-2v\ln\cos(ax),\qquad n_0(x)=\frac{n_c}{\cos^2(ax)}.$$

The solution is finite in the film if $ah<\pi/2$. The gate voltage fixes $a$.

**Q.** Now add a disturbance from the source. Do the electrons lengthen or shorten its reach?

**A.** Write $\psi=\psi_0+\varphi$ and subtract the long-channel equation:

$$\nabla^2\varphi=\frac{q n_0}{\varepsilon_s}\left(e^{\varphi/v}-1\right).$$

For $|\varphi|\ll v$ the bracket is $\varphi/v$, so

$$\nabla^2\varphi=S(x)\varphi,\qquad S(x)=\frac1{L_D^2(x)}=\frac{q n_0(x)}{\varepsilon_s v}=\frac{2a^2}{\cos^2(ax)}.$$

A positive $\varphi$ attracts electrons, whose negative charge opposes it. The positive sign of $S$ therefore means screening: the reach shortens. For other local statistics, $S=(q/\varepsilon_s)\,dn/d\psi$.

**Q.** The gates screen as well. How do they enter?

**A.** Treat each oxide, of thickness $t_{ox}$, as a parallel-plate capacitor. Its field is the potential difference divided by $t_{ox}$. The gate potential is fixed, so continuity of displacement for the disturbance gives

$$\varphi_x(h)=-c\,\varphi(h),\qquad c=\frac{\varepsilon_{ox}}{\varepsilon_s t_{ox}}.$$

With $\varphi=X(x)e^{-ky}$,

$$-X''+S X=k^2X,\qquad X'(h)=-cX(h).$$

A symmetric source excites even modes. The one with the smallest $k$ survives farthest from the source, and I call its decay length $\ell=1/k$.

For an empty film, $S=0$ and $X_0=\cos\kappa x$. The gate condition is

$$\kappa\tan(\kappa h)=c,\qquad \lambda=1/\kappa.$$

This $\lambda$ is the natural length. To find its thin-film form, set $z=\kappa^2h^2$ and $B=ch$. Expanding the tangent gives $B=z+z^2/3+2z^3/15+\cdots$, hence

$$\frac1z=\frac1B\left(1+\frac z3+\frac{2z^2}{15}+\cdots\right).$$

Inserting $z=B-B^2/3+\cdots$ on the right gives $1/z=1/B+1/3+B/45+\cdots$. Multiplication by $h^2$ yields

$$\lambda^2=\frac{\varepsilon_s t\,t_{ox}}{2\varepsilon_{ox}}+\frac{t^2}{12}+\frac{ch^3}{45}+\cdots.$$

**Q.** Where does the addition of inverse squares come from?

**A.** Suppose first that the density is uniform. Then $S=1/L_D^2$ is a constant, and the mode equation becomes

$$-X''=\left(k^2-\frac1{L_D^2}\right)X.$$

The boundary condition contains no $k$. This is the empty-film problem with $\kappa^2=k^2-1/L_D^2$, so

$$\frac1{\ell^2}=\frac1{\lambda^2}+\frac1{L_D^2}.$$

Both screening mechanisms supply a restoring term proportional to $\varphi$. Their coefficients add, and each coefficient is an inverse squared length.

**Q.** But your long-channel density is not uniform. Which Debye length goes into the sum?

**A.** One local value does not suffice in general. Multiply the mode equation by $X$ and integrate over the half film. Integration by parts and the gate condition give

$$-\int_0^h XX''dx=\int_0^h X'^2dx+cX(h)^2.$$

Therefore

$$k^2=\frac{\int_0^h(X'^2+SX^2)dx+cX(h)^2}{\int_0^hX^2dx}.$$

The lowest level is the minimum of this quotient over even functions, because expanding a function in modes makes the quotient a weighted average of their levels.

The terms without $S$ contribute at least $\kappa^2$, and $S(x)\ge S(0)$. This gives a lower bound. The trial function $\cos\kappa x$ gives an upper bound:

$$\frac1{\lambda^2}+S(0)\le\frac1{\ell^2}\le\frac1{\lambda^2}+\langle S\rangle,$$

$$\langle S\rangle=\frac{\int_0^hS\cos^2(\kappa x)dx}{\int_0^h\cos^2(\kappa x)dx}.$$

For weak nonuniformity, the inverse squared Debye length in the sum is this weighted mean.

**Q.** An upper bound could still be poor. What controls its error?

**A.** Let $M=\kappa^2+\langle S\rangle$, let $\sigma^2$ be the variance of $S$ with the same weight, and let $\beta$ lie no higher than the second even level $k_2^2$. Expand the normalized trial function in exact modes, with weights $p_j$. Then

$$\sum_jp_j(k_j^2-k^2)(k_j^2-\beta)\ge0.$$

The first term vanishes, and both factors are nonnegative in the others. The trial function obeys the gate condition, and the mode operator acting on it gives $(\kappa^2+S)X_0$. The mean and variance of the levels are thus $M$ and $\sigma^2$, and the sum becomes

$$\sigma^2+(M-k^2)(M-\beta)\ge0.$$

If $M<\beta$,

$$0\le M-k^2\le\frac{\sigma^2}{\beta-M}.$$

We may take $\beta=(\pi/h)^2+2a^2$. With $c=0$ and constant $S=2a^2$ this is the second even level, and increasing $c$ or $S$ cannot lower it.

At low density, $S=2a^2(1+a^2x^2+\cdots)$. Its nonuniform part scales as $a^4\propto n_c^2$, so the error bound scales as $n_c^4$. In the film below, doubling $n_c$ from $5\times10^{16}$ to $10^{17}$ cm$^{-3}$ gives a measured power of 4.02 for the error.

**Q.** Put numbers into it.

**A.** Take $t=6$ nm, $t_{ox}=1$ nm, relative permittivities 11.7 and 3.9, $T=300$ K and $n_c=10^{18}$ cm$^{-3}$. Then $c=0.333$ nm$^{-1}$. The first two terms of $\lambda^2$ are 9 and 3 nm$^2$, giving 3.46 nm; the full gate condition gives $\lambda=3.49$ nm.

The central Debye length is 4.09 nm. Since $ah=0.519$, the surface density is 1.33 times the central density. The weighted sum is

$$0.08224+0.06457=0.14681\ \mathrm{nm}^{-2}.$$

The lowest mode has $k^2=0.14679$ nm$^{-2}$, so the sum is high by about 0.013% of $k^2$. The main result is $\ell=2.61$ nm, or 49.3 bohr. Using the central density alone would give 2.65 nm.

With geometry and temperature fixed, a density sweep gives these lengths in nm:

| $n_c$ (cm$^{-3}$) | mode | weighted sum | central sum |
|---|---:|---:|---:|
| $10^{16}$ | 3.474 | 3.474 | 3.474 |
| $10^{17}$ | 3.366 | 3.366 | 3.367 |
| $10^{18}$ | 2.610 | 2.610 | 2.653 |
| $4\times10^{18}$ | 1.540 | 1.515 | 1.764 |
| $8\times10^{18}$ | 1.023 | 0.662 | 1.335 |

At $10^{16}$ cm$^{-3}$ the length is within 0.4% of $\lambda$. In the last row the weighted sum is 35% too short.

**Q.** That last row is a serious failure. Can you solve the nonuniform problem rather than bound it?

**A.** Yes. Let $W=a\tan(ax)$ and $f=\sin(kx)$, and try $X=f'+Wf$. Since $f''=-k^2f$, two derivatives give

$$X''=-k^2f'+W''f+2W'f'-k^2Wf.$$

Also $W'=a^2+W^2$, so $W''=2WW'$. Hence

$$X''=-k^2(f'+Wf)+2W'(f'+Wf)=(-k^2+S)X,$$

because $2W'=2a^2/\cos^2(ax)=S$. The even mode is therefore

$$X=k\cos(kx)+a\tan(ax)\sin(kx).$$

Its derivative is

$$X'=\left[\frac{a^2}{\cos^2(ax)}-k^2\right]\sin(kx)+ak\tan(ax)\cos(kx).$$

With $\tau=\tan(ah)$, the condition $X'(h)+cX(h)=0$ becomes

$$\left[k^2-a^2(1+\tau^2)-ca\tau\right]\sin(kh)=k(c+a\tau)\cos(kh).$$

There is one root in $0<kh<\pi$. As $k\to0$, $(X'+cX)/k$ at the gate is positive; at $kh=\pi$ it is $-(a\tau+c)$, which is negative. A root therefore exists. The second even level lies above $(\pi/h)^2$, so there is no other. This root supplies the "mode" column. Eigenvalues of a finite-volume lattice reproduce $k$ at all five densities to within 2 parts in $10^5$.

**Q.** What happens as the gates draw in still more charge?

**A.** As $ah\to\pi/2$, $\tau\to\infty$. Divide the gate condition by $a^2\tau^2$: everything disappears except $-\sin(kh)$, which must tend to zero. The lower bound $k^2\ge\kappa^2+2a^2$ excludes $k\to0$, so $kh\to\pi$ and

$$\ell\to\frac h\pi=\frac t{2\pi}=0.955\ \mathrm{nm}$$

for this film. The central density also has a ceiling, $2\varepsilon_sv(\pi/t)^2/q=9.2\times10^{18}$ cm$^{-3}$, while the surface density diverges.

In the limit $k=2a$, and the mode reduces to

$$X=2a[\cos(2ax)+\sin^2(ax)]=2a\cos^2(ax).$$

It vanishes at the surfaces, where screening is strongest. The trial function $\cos\kappa x$ does not, so $\langle S\rangle$ diverges and the sum wrongly predicts $\ell\to0$. The limit belongs to the classical model; it is not a prediction for a real inversion layer with such surface densities.

**Q.** The disturbance also varies along $y$ inside the oxide. Does your capacitor miss that?

**A.** It does. In the oxide $X''=-k^2X$, with $X=0$ at the gate, so $X\propto\sin[k(h+t_{ox}-x)]$. Matching displacement at the film replaces $c$ by

$$c(k)=\frac{\varepsilon_{ox}}{\varepsilon_s}k\cot(kt_{ox})
=c\left(1-\frac{k^2t_{ox}^2}{3}+\cdots\right).$$

The gate coupling weakens, and $\ell$ rises from 2.61 to 2.64 nm. Even at uniform density, the film's transverse wavenumber is $\sqrt{k^2-1/L_D^2}$, while the oxide still sees $k$. Mobile charge changes the oxide coupling too, so the simple sum is then approximate.

**Q.** A source step is much larger than $k_BT/q$. Have you linearized away the important part?

**A.** Near the source, yes. For a source density of $10^{20}$ cm$^{-3}$, the Boltzmann step at the centre is $v\ln100=0.119$ V, or $4.6v$. Farther away $\varphi$ becomes small, and the leading neglected term, proportional to $\varphi^2$, decays twice as fast as $\varphi$. The linear decay length then applies.

I compared this with a nonlinear two-dimensional Poisson solution whose source plane is held at the uniform potential corresponding to a density of $10^{20}$ cm$^{-3}$. Its tail length is 2.610 nm at $n_c=10^{18}$ cm$^{-3}$ and 1.540 nm at $4\times10^{18}$ cm$^{-3}$, matching the modes.

The amplitude is another matter. Mode orthogonality gives the linear prediction for the centreline amplitude, extrapolated to $y=0$:

$$A=X(0)\frac{\int_0^hX(x)\varphi(x,0)dx}{\int_0^hX(x)^2dx}.$$

For a uniform source change of $0.01v$, the ratio of $A$ to that change is 1.124 from this formula, and the nonlinear solution agrees to about 0.1%. For the full step, linear theory gives 131 mV but the nonlinear tail gives 85 mV. The reason is $e^{\varphi/v}-1\ge\varphi/v$: the true screening charge is at least as large as the linear estimate. The lost amplitude is equivalent to moving the linear tail toward the source by $\ell\ln(131/85)\approx1.1$ nm.

**Q.** Does this make a 20 nm transistor better protected from short-channel effects?

**A.** It depends on the gate bias. At mid-channel, the decay factor from one end is $e^{-L/2\lambda}=0.057$ without mobile charge and $e^{-L/2\ell}=0.022$ at $n_c=10^{18}$ cm$^{-3}$, with geometry fixed. These are factors, not complete potential shifts, because the amplitudes also depend on bias. At low channel density $\ell$ returns to $\lambda$, so this extra screening should not be credited to the off state.

**Q.** How close is the example to a real silicon device?

**A.** The dimensions are rough values for a thin-body silicon transistor, and the sheet density is $6.6\times10^{11}$ cm$^{-2}$. The last sweep row has $3.2\times10^{13}$ cm$^{-2}$, an oxide field of 7.3 MV/cm, and a surface density about 27 times silicon's effective density of states of roughly $2.7\times10^{19}$ cm$^{-3}$. It tests the mathematics but lies outside the Boltzmann regime. Local Fermi–Dirac statistics at the same central densities change $\ell$ from 2.610, 1.540 and 1.023 nm to about 2.62, 1.60 and 1.13 nm in the last three rows. Real devices break the assumption of classical, local electrons. With rough masses of 0.19 and 0.92 electron masses, a first-order subband estimate in a flat hard-wall well, including degeneracy and keeping the same sheet density, changes $\ell$ to 2.54 nm. Solving the full mode in a self-consistent well raises this by about 0.01 nm, and classical charge spread uniformly at the same sheet density already gives 2.60 nm. High drain bias also breaks the constant-$V$ assumption. Even 50 mV, dropped uniformly over 20 nm, changes $V$ by $0.25v$ over one $\ell$; I have not calculated the resulting change in $\ell$.

**Q.** Is the electron wavelength along the channel also negligible?

**A.** No. For a wave of wavenumber $p$, first-order perturbation theory contains the ratio of an occupation difference to an energy difference. For Boltzmann occupations,

$$\frac{e^{-E/k_BT}-e^{-E'/k_BT}}{E'-E}
=\frac1{k_BT}\int_0^1e^{-[(1-s)E+sE']/k_BT}ds.$$

Let $E$ and $E'$ belong to wavenumbers $K$ and $K+p$. Since

$$(1-s)K^2+s(K+p)^2=(K+sp)^2+s(1-s)p^2,$$

integration over $K$ leaves the classical response times

$$F=\int_0^1\exp\left[-s(1-s)\frac{\hbar^2p^2}{2mk_BT}\right]ds.$$

Exponential decay means $p^2=-k^2$, which makes $F>1$. For the light mass $F=1.21$. Multiplying the Debye contribution by this factor alone, with $k$ held at its classical value, gives $\ell=2.50$ nm. This overstates the effect, because not every silicon valley is light along the channel: the heavy mass gives $F=1.04$, and an equal-weight average over the six valleys gives about 1.15 and $\ell\approx2.53$ nm. Both quantum estimates shorten $\ell$ by a few per cent; I have not combined them self-consistently.

**Q.** What about temperature, breakdown and tunnelling?

**A.** At 400 K and the same central density, $\ell=2.78$ nm, because $L_D^2\propto T$. At $n_c=10^{18}$ cm$^{-3}$ the oxide field is 0.15 MV/cm in the long channel and about 1 MV/cm beside the source plane, both well below a rough breakdown scale of 10 MV/cm. With the source plane held at a fixed potential, the centreline field peaks at about 0.9 MV/cm, and the field is higher near the film surfaces; at the corner where the source plane meets a surface it grows logarithmically without limit, an artifact of the idealized boundary conditions. Depletion inside a real doped source lowers this peak. The calculated value is above a rough bulk-silicon breakdown scale of 0.3 MV/cm, but the whole step is only 0.12 V with Boltzmann statistics, or about 0.15 V when the degeneracy of the source electrons is included. An electron crossing it gains far less than silicon's gap of roughly 1.1 eV. The step alone cannot supply the energy for impact ionization; a large drain bias needs a separate calculation.

A flat-barrier tunnelling estimate between source and drain, with the light mass and a barrier width of $L-2\ell$, gives a factor of about $10^{-10}$ for electrons at the source band edge. The result is very sensitive to the assumed width: integrating over the model's own centreline barrier for $L=20$ nm gives about $2\times10^{-12}$. The Boltzmann factor for reaching the top of the same barrier is $10^{-2}$. Electrons nearer the top tunnel much more easily, so these two factors do not give the ratio of the tunnelling current to the current over the barrier. For the oxide, a rough barrier of 3.1 eV and mass of 0.4 electron masses give about $10^{-5}$; this is a transmission factor, not a leakage current.

Finally, an area of $\ell\times50$ nm holds 0.86 electron on average. The smooth Debye charge is therefore a statistical mean, and $\ell$ describes the mean potential, not each instantaneous arrangement of electrons. The numerical output lists the remaining inputs and intermediate values.

## Table of computed values

```
film, oxide, gate length: 6.0, 1.0, 20.0 nm
relative permittivity film, oxide: 11.7, 3.9
temperature: 300 K; kT/q: 25.852 mV
oxide coupling c: 0.3333 1/nm
thin-film natural length sqrt(h/c): 3.0000 nm
with t^2/12 correction: 3.4641 nm
exact empty-film lambda: 3.4870 nm
example centre density: 1.00e+18 cm^-3
centre Debye length: 4.0885 nm
a: 0.17295 1/nm; a*h: 0.51886
surface/centre density ratio: 1.3261
sheet density: 6.6035e+11 cm^-2
rough intrinsic density: 1.0e+10 cm^-3
gate voltage above midgap flat band: 0.4988 V
1/lambda^2: 0.082242 nm^-2
centre 1/L_D^2: 0.059825 nm^-2
weighted 1/L_D^2: 0.064572 nm^-2
weighted sum: 0.146814 nm^-2
exact 1/ell^2: 0.146794 nm^-2
exact ell: 2.6100 nm = 49.322 bohr
sweep: n_c cm^-3 | sheet cm^-2 | ell exact, weighted, centre nm
1e+16 | 6.005e+09 | 3.4744, 3.4744, 3.4744
1e+17 | 6.054e+10 | 3.3659, 3.3659, 3.3667
1e+18 | 6.603e+11 | 2.6100, 2.6099, 2.6531
4e+18 | 3.920e+12 | 1.5397, 1.5154, 1.7635
8e+18 | 3.157e+13 | 1.0234, 0.6616, 1.3353
power of n_c in low-density sum error: 4.020
limiting centre density: 9.165e+18 cm^-3
strong-inversion classical limit t/(2 pi): 0.9549 nm
2D Poisson tail length, n_c=1e18 cm^-3: 2.6100 nm
2D Poisson tail length, n_c=4e18 cm^-3: 1.5399 nm
small-signal amplitude ratio, 2D: 1.1246
small-signal amplitude ratio, theory: 1.1236
source density: 1.0e+20 cm^-3; centre step: 0.1191 V
source step / (kT/q): 4.605
tail amplitude, nonlinear: 84.80 mV
tail amplitude, linear theory: 131.39 mV
exp(-L/2lambda), exp(-L/2ell): 0.05683, 0.02168
ell with 2D oxide field: 2.6362 nm
rough silicon masses: 0.19, 0.92 electron masses
subband Debye term: 0.073149 nm^-2
lowest subband share: 0.465
ell with subband response: 2.5368 nm
longitudinal response factor, light mass: 1.2133
ell with that factor alone: 2.4956 nm
ell at 400 K, same centre density: 2.7767 nm
drain bias: 50 mV; uniform drop over ell / (kT/q): 0.252
oxide field: 0.1532 MV/cm
peak source-side field: 0.877 MV/cm
source-drain WKB factor, flat barrier: 1.28e-10
rough oxide barrier, mass: 3.1 eV, 0.4 m_e
oxide WKB factor: 1.11e-05
mean electrons in ell x 50 nm width: 0.862
```
